# Flat-band voltage of an ideal metal-gate capacitor on p-type silicon

## The problem

A metal gate, an oxide and a p-type silicon crystal form a capacitor. The gate work function is $\Phi_M=4.6$ eV. The silicon has electron affinity $\chi=4.05$ eV, gap $E_g=1.12$ eV and a uniform acceptor density $N_A=10^{17}\ \mathrm{cm^{-3}}$. Show that the ideal flat-band voltage at 300 K is about $-0.43$ V.

The flat-band voltage $V_{FB}$ is the gate voltage, measured relative to the silicon bulk, at which the silicon bands do not bend. "Ideal" means that there is no charge in the oxide or at its interfaces, and no dipole layer beyond those already contained in $\Phi_M$ and $\chi$.

One more number is needed, because the position of the silicon Fermi level depends on how many carriers the pure crystal has. Take the intrinsic density as $n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}$, a rough accepted size, and let the intrinsic Fermi level lie at midgap. Both choices are examined below. The symbol $q$ is the positive elementary charge; energies are in eV and voltages in V.

## A tempting solution

The flat-band voltage is the work-function difference, $V_{FB}=(\Phi_M-\Phi_S)/q$. In pure silicon the Fermi level lies at midgap, so the work function is $4.05+0.56=4.61$ eV. Doping moves the Fermi level away from midgap by

$$kT\ln\frac{N_A}{n_i}=0.02585\ \mathrm{eV}\times16.118=0.4167\ \mathrm{eV}.$$

Doping makes the silicon conduct, and conduction needs electrons in the conduction band, so the Fermi level moves up. An electron at a higher Fermi level is easier to remove, so the work function falls:

$$\Phi_S=4.61-0.4167=4.1933\ \mathrm{eV},\qquad V_{FB}=4.6-4.1933=+0.407\ \mathrm{V}.$$

The size is close to the expected 0.43 V. The sign is then put down to a different choice of the grounded terminal.

## Where it fails

The first formula and the size of the Fermi-level shift are right. The fault is the direction of the shift, and charge neutrality exposes it.

If the Fermi level were 0.4167 eV above midgap, the electron density would be $n=n_i e^{0.4167/0.02585}=10^{17}\ \mathrm{cm^{-3}}$, and the hole density would be $p=n_i^2/n=10^3\ \mathrm{cm^{-3}}$. The ionized acceptors are negative. The net charge density divided by $q$ would be

$$p-n-N_A\approx-2\times10^{17}\ \mathrm{cm^{-3}}.$$

Such a crystal is not neutral. Negative acceptors must be balanced by positive holes, and many holes require a Fermi level near the valence band, below midgap.

The terminal convention cannot repair this. Write $\phi_F=0.4167$ V for the size of the shift. The wrong and right answers are

$$\frac{4.6-4.61}{1}\ \mathrm{V}+\phi_F\qquad\text{and}\qquad\frac{4.6-4.61}{1}\ \mathrm{V}-\phi_F .$$

They differ by $2\phi_F=0.83$ V. Their magnitudes are similar because this gate work function happens to lie within 0.01 eV of the vacuum-to-midgap energy. With a gate work function of 4.1 eV, for example, the two expressions would give $-0.09$ V and $-0.93$ V.

## The right solution

### The flat-band condition

Let $\psi(x)$ be the electrostatic potential and define the local vacuum level as $U(x)=-q\psi(x)$, with the zero of $\psi$ chosen to suit. A work function is the distance from a material's Fermi level up to this level. In the gate and in the neutral silicon bulk,

$$U_{\text{gate}}=E_{F,\text{gate}}+\Phi_M,\qquad U_{\text{bulk}}=E_{F}+\Phi_S .$$

A voltage source sets the difference of the Fermi levels. A positive gate voltage lowers the energy of electrons in the gate, so $E_{F,\text{gate}}-E_F=-qV_G$. Subtracting the two equations gives

$$U_{\text{gate}}-U_{\text{bulk}}=-qV_G+\Phi_M-\Phi_S .$$

Division by $-q$ turns this into a relation between potentials:

$$\psi_{\text{gate}}-\psi_{\text{bulk}}=V_G-\frac{\Phi_M-\Phi_S}{q}.\tag{1}$$

At flat band the field in the silicon is zero. With no charge at the interface or in the oxide, Gauss's law makes the oxide field zero as well. With no extra dipole layer, $\psi$ has no jump. Hence $\psi_{\text{gate}}=\psi_{\text{bulk}}$, the left side of (1) vanishes, and

$$V_{FB}=\frac{\Phi_M-\Phi_S}{q}.\tag{2}$$

The electron affinity of the oxide does not appear: it fixes where the oxide bands lie below $U$, but not $U$ itself.

### The work function of the silicon

Start at the vacuum level and go down. The conduction-band edge $E_c$ lies $\chi$ below it, and midgap lies a further $E_g/2$ below $E_c$. In p-type silicon the Fermi level lies below midgap by $q\phi_F=E_i-E_F>0$, where $E_i$ is the intrinsic level. All three distances add:

$$\Phi_S=\chi+\frac{E_g}{2}+q\phi_F .\tag{3}$$

### The Fermi level from neutrality

The holes are empty states in the valence band. At a depth $\varepsilon$ below the edge $E_v$, a parabolic band has a density of states $A\sqrt{\varepsilon}$, where $A$ is proportional to the 3/2 power of the effective mass. The probability that a state there is empty is $1/(1+e^{(E_F-E_v+\varepsilon)/kT})$. When $E_F$ lies several $kT$ above $E_v$, the exponential is much larger than 1 and

$$p\approx\int_0^\infty A\sqrt{\varepsilon}\,e^{-(E_F-E_v+\varepsilon)/kT}\,d\varepsilon=N_v\,e^{-(E_F-E_v)/kT},\qquad N_v=\frac{\sqrt\pi}{2}A\,(kT)^{3/2}.\tag{4}$$

The same argument for electrons gives $n=N_c\,e^{-(E_c-E_F)/kT}$.

In the undoped crystal $E_F=E_i$ and $n=p=n_i$. Dividing (4) by its own value at $E_F=E_i$ removes $N_v$, and the electron density is treated in the same way:

$$p=n_i\,e^{(E_i-E_F)/kT}=n_i\,e^{q\phi_F/kT},\qquad n=n_i\,e^{-q\phi_F/kT}.$$

If every acceptor is ionized, neutrality reads $p-n=N_A$, so

$$2n_i\sinh\frac{q\phi_F}{kT}=N_A .\tag{5}$$

Here $N_A/n_i=10^7$. The ratio $n/p$ is then about $10^{-14}$, and $n$ can be dropped. What remains is $n_i e^{q\phi_F/kT}=N_A$, or

$$q\phi_F=kT\ln\frac{N_A}{n_i}.\tag{6}$$

### The result

Inserting (6) in (3), and (3) in (2), gives

$$\boxed{V_{FB}=\frac1q\left[\Phi_M-\chi-\frac{E_g}{2}-kT\ln\frac{N_A}{n_i}\right]}\tag{7}$$

With the data of the problem,

$$\Phi_S=4.05+0.56+0.4167=5.0267\ \mathrm{eV},$$
$$V_{FB}=4.6-5.0267=-0.4267\ \mathrm{V}\approx-0.43\ \mathrm{V}.$$

Two calculations that do not use (7) support it. In the first, the Poisson equation was solved through the oxide and the silicon, with the gate potential fixed by $V_G$ and $\Phi_M$ and with zero field at the back of the silicon. A search for the gate voltage that removes the band bending gave $-0.4267$ V. In the second, the hole and electron densities were integrated with full Fermi–Dirac occupation and the neutral Fermi level was found numerically. This also gave $-0.4267$ V.

## What the sign means

At $V_G=0$ the two Fermi levels are equal, but the work functions are not. Equation (1) then gives $\psi_{\text{gate}}-\psi_{\text{bulk}}=-V_{FB}=+0.427$ V. The gate side is at the higher potential even though no voltage is applied. This repels holes from the silicon surface and bends the bands down there. A negative gate voltage is needed to undo the bending.

The 0.427 V is shared between the oxide and the silicon. Let $\psi_s$ be the surface potential relative to the bulk, and measure $\psi$ from the bulk in this paragraph. The holes follow $p=N_Ae^{-q\psi/kT}$, and electrons are negligible at this bias. The Poisson equation is

$$\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon_s}\left(1-e^{-q\psi/kT}\right),$$

where $\varepsilon_s$ is the silicon permittivity. Multiply by $2\,d\psi/dx$. The left side becomes the derivative of $(d\psi/dx)^2$. Integrating from the bulk, where $\psi$ and the field vanish, to the surface gives the surface field $F_s$:

$$F_s^2=\frac{2qN_A}{\varepsilon_s}\left[\psi_s-\frac{kT}{q}\left(1-e^{-q\psi_s/kT}\right)\right].$$

For $\psi_s$ of many $kT/q$ the last exponential can be dropped. Without interface charge, $\varepsilon_{ox}F_{ox}=\varepsilon_sF_s$. The oxide voltage is $F_{ox}t_{ox}=\varepsilon_sF_s/C_{ox}$, with $C_{ox}=\varepsilon_{ox}/t_{ox}$ the capacitance per area. Therefore

$$V_G-V_{FB}=\psi_s+\frac{\sqrt{2q\varepsilon_sN_A(\psi_s-kT/q)}}{C_{ox}}.\tag{8}$$

For a 5 nm oxide and relative permittivities 3.9 and 11.7, the numerical Poisson solution at $V_G=0$ has $\psi_s=0.291$ V and an oxide voltage of 0.136 V. Their sum is 0.427 V, as required, and (8) holds for this solution to within 1 mV. The oxide field is $0.136\ \mathrm{V}/5\ \mathrm{nm}=0.27$ MV/cm. This is far below the rough 10 MV/cm at which good silicon dioxide breaks down. At ideal flat band the oxide field is zero, so neither breakdown nor field-driven tunnelling limits the result.

## Other dopings

As long as (6) holds, each factor of ten in $N_A$ changes $V_{FB}$ by $-kT\ln10/q$, which is about $-60$ mV at 300 K. Towards $10^{18}\ \mathrm{cm^{-3}}$ the change becomes smaller if part of the acceptors is not ionized: with the simple boron model of the next section, the step from $10^{17}$ to $10^{18}\ \mathrm{cm^{-3}}$ gives about $-50$ mV. The dependence is weak because the hole density is exponential in the Fermi energy.

As $N_A$ falls towards $n_i$, (6) fails because electrons can no longer be neglected. Equation (5) still holds and gives $q\phi_F=kT\,\mathrm{arsinh}(N_A/2n_i)$. This tends to zero for an undoped crystal, and $V_{FB}$ tends to $4.6-4.61=-0.01$ V.

If the acceptors are replaced by $10^{17}\ \mathrm{cm^{-3}}$ donors, neutrality becomes $n-p=N_D$. The Fermi level then lies 0.4167 eV above midgap, and $V_{FB}=+0.407$ V. The tempting solution is the correct answer to this other problem.

At high doping (4) fails. Keeping the next term of the occupation, $1/(1+e^y)\approx e^{-y}-e^{-2y}$, and writing $z=e^{-(E_F-E_v)/kT}$, the integral gives

$$\frac{p}{N_v}=z-\frac{z^2}{\sqrt8},\qquad\text{so}\qquad z\approx\frac{p}{N_v}\left(1+\frac{p}{\sqrt8\,N_v}\right).$$

Taking $-kT\ln z$ shows that $E_F$ lies lower by $kT\,p/(\sqrt8N_v)$ than (4) predicts. This raises $\Phi_S$ and lowers $V_{FB}$. With $N_v=2.56\times10^{19}\ \mathrm{cm^{-3}}$, the value that follows from the chosen $n_i$, gap and equal band masses, the shift is $-0.04$ mV. It is negligible here. When $p$ is comparable with $N_v$, the two-term expression for $p/N_v$ is no longer accurate, and the integral with the full Fermi–Dirac occupation should be used instead.

## How firm is the second decimal?

**Intrinsic density.** With $n_i=1.5\times10^{10}\ \mathrm{cm^{-3}}$ and all else fixed, (7) gives $-0.416$ V, a shift of $+10.5$ mV. The larger density is an older value that is still found in textbooks. Even with $\Phi_M$, $\chi$ and $E_g$ taken as exact, the choice between the two values therefore moves the result by roughly 10 mV.

**Position of the intrinsic level.** Setting $n=p$ in the undoped crystal gives $N_ce^{-(E_c-E_i)/kT}=N_ve^{-(E_i-E_v)/kT}$. Taking logarithms and solving for $E_i$,

$$E_i=\frac{E_c+E_v}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}=\frac{E_c+E_v}{2}+\frac34kT\ln\frac{m_h}{m_e},$$

because $N_v$ and $N_c$ are the same constant times $m_h^{3/2}$ and $m_e^{3/2}$. Here $m_h$ and $m_e$ are density-of-states masses: they are defined so as to include all the conduction-band minima and valence bands that hold carriers in silicon. At fixed $n_i$ the Fermi level moves with $E_i$, and $V_{FB}$ moves up by the same amount divided by $q$. For the rough masses $m_e=1.1$ and $m_h=0.8$, in free-electron masses, the shift is $-6.2$ mV. For $m_h=1.2$ it is $+1.7$ mV. These figures use only the mass ratio. At a fixed gap the masses also set $N_c$, $N_v$ and hence $n_i$: the two pairs give $n_i\approx0.89\times10^{10}$ and $1.21\times10^{10}\ \mathrm{cm^{-3}}$. If $N_v$ is taken directly from $m_h$, then $V_{FB}$ is $-0.436$ V for $m_h=0.8$ and $-0.420$ V for $m_h=1.2$, shifts of about $-9$ and $+7$ mV. Either is enough to change the second decimal.

**Incomplete ionization.** Suppose the acceptors are boron, with a level roughly $E_a-E_v=45$ meV above the valence edge. The ionized fraction is

$$f=\frac{1}{1+4e^{(E_a-E_F)/kT}},$$

where the factor 4 counts the two spins and the two valence bands that meet at the edge. Solved together with neutrality, this gives $f=0.924$. The hole density is $fN_A$, so the Fermi level rises by $-kT\ln f$ and $V_{FB}$ shifts by about $+2$ mV.

## Charges and dipoles at the interface

Put a positive sheet charge $Q_f$ per area at the oxide–silicon interface and keep the silicon field at zero. Let the field $F$ be positive when it points from the gate to the silicon. Gauss's law across the sheet requires $0-\varepsilon_{ox}F_{ox}=Q_f$, so $F_{ox}=-Q_f/\varepsilon_{ox}$. The potential difference from gate to silicon is $F_{ox}t_{ox}=-Q_f/C_{ox}$. Equation (1) now gives

$$V_{FB}=\frac{\Phi_M-\Phi_S}{q}-\frac{Q_f}{C_{ox}}.$$

A density of $10^{11}$ positive charges per $\mathrm{cm^2}$ under the 5 nm oxide shifts $V_{FB}$ by $-23$ mV. The shift grows in proportion to the oxide thickness.

A sheet $\sigma$ inside the oxide, at distance $x$ from the gate, produces a field over the length $x$ and contributes $-\sigma x/\varepsilon_{ox}$. For a dipole layer, place $+\sigma$ at the silicon interface and $-\sigma$ a distance $d$ closer to the gate. The sum is

$$-\frac{\sigma t_{ox}}{\varepsilon_{ox}}+\frac{\sigma(t_{ox}-d)}{\varepsilon_{ox}}=-\frac{\sigma d}{\varepsilon_{ox}}.$$

The oxide thickness has cancelled. As an illustration, $5\times10^{12}$ charges per $\mathrm{cm^2}$ separated by 0.5 nm give $-116$ mV. This can be checked against the previous number: the charge is 50 times larger and the length 10 times smaller, so the shift is 5 times larger. A reversed dipole gives the opposite sign.

## A hot device

For other temperatures it is convenient to use the valence edge. Since $\Phi_S=\chi+E_g-(E_F-E_v)$ and (4) gives $E_F-E_v=kT\ln(N_v/N_A)$,

$$V_{FB}=\frac1q\left[\Phi_M-\chi-E_g+kT\ln\frac{N_v}{N_A}\right],\qquad N_v\propto T^{3/2}.$$

Heating from 300 K to 398 K, with $\Phi_M$, $\chi$, $E_g$ and the band masses held fixed, moves $V_{FB}$ from $-0.427$ to $-0.365$ V. The Fermi level has moved towards midgap. The gap also shrinks with temperature; a rough slope of $-0.3$ meV/K reduces it to 1.091 eV. If $\chi$ stays fixed, the whole reduction raises the valence edge, and $V_{FB}$ becomes $-0.336$ V. The total shift is then $+91$ mV. If instead the conduction edge took up the whole reduction, $\chi+E_g$ would not change and the value would remain at $-0.365$ V.

## Comparison with real devices

The parameters belong to a metal-gate capacitor on moderately doped silicon. A 5 nm oxide is thick for the fastest logic transistors, but plausible for devices that work at higher voltage. One assumption open to doubt is that $\Phi_M$ and $\chi$, which describe free surfaces, can be subtracted without an extra interface dipole. The dipole between a real metal and a real oxide depends on the materials and their processing. The illustrative layer above shows that a modest one moves $V_{FB}$ by 0.116 V, more than a quarter of the ideal value. An error in $\Phi_M$ enters in full: 0.1 eV becomes 0.1 V. The narrowing of the gap by doping is also left out and has not been estimated here. The value $-0.43$ V is thus the reference from which charges and dipoles are counted, not a prediction for a particular fabricated device. The numerical output lists the inputs and the individual shifts.

## Computed results

```
Gate work function: 4.60 eV
Silicon affinity: 4.05 eV
Silicon gap: 1.12 eV
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Temperature: 300 K
Thermal energy kT: 0.02585 eV
ln(N_A/n_i): 16.118
Intrinsic level minus Fermi level: 0.4167 eV
Fermi level above valence edge: 0.1433 eV
Silicon work function: 5.0267 eV
Flat-band voltage, formula: -0.4267 V
Flat-band voltage, Poisson solution: -0.4267 V
Flat-band voltage, Fermi-Dirac bulk: -0.4267 V
Effective density of states, each band: 2.556e+19 cm^-3
Oxide thickness: 5.0 nm
Relative permittivity, oxide: 3.9
Relative permittivity, silicon: 11.7
Surface potential at zero gate voltage: 0.291 V
Oxide voltage at zero gate voltage: 0.136 V
Oxide field at zero gate voltage: 0.272 MV/cm
Flat-band voltage for n_i = 1.5e10 cm^-3: -0.4162 V
Shift from that n_i: 10.5 mV
Shift, masses m_h=0.8, m_e=1.1: -6.2 mV
Shift, masses m_h=1.2, m_e=1.1: 1.7 mV
Shift from degeneracy: -0.036 mV
Boron level above valence edge (rough): 45 meV
Ionized boron fraction: 0.924
Shift from incomplete ionization: 2.1 mV
Oxide charge density (positive): 1.0e+11 cm^-2
Shift from oxide charge: -23.2 mV
Dipole sheet density: 5.0e+12 cm^-2
Dipole separation: 0.5 nm
Shift from dipole layer: -116.0 mV
Hot operating temperature: 398 K
Gap slope (rough): -0.3 meV/K
Gap when hot: 1.0906 eV
Flat-band voltage when hot, gap unchanged: -0.3654 V
Flat-band voltage when hot, gap reduced: -0.3360 V
Total shift when hot: 90.7 mV
```
